# Effective-mass tensor at a band extremum from the KKR matrix: test program

```python
# Result under test: at a nondegenerate stationary point k0 of a band,
#   (1/m)_ij = [ -a+ M_ij a + 2 Re sum_m (a+ M_i v_m)(v_m+ M_j a)/mu_m ] / (a+ Mdot a)
# M(E,k): Hermitian KKR matrix, M a = 0; v_m, mu_m: its other eigenpairs at the
# same E and k; M_i, M_ij: k derivatives at fixed E; Mdot: energy derivative.
# Model: attractive spherical wells on an oblique lattice, E < 0 (atomic units).
# Independent roads: finite differences of the KKR roots, and plane-wave
# diagonalization with the explicit k.p sum over all bands.
import numpy as np
from math import factorial
from scipy.special import lpmv, spherical_jn, spherical_in, spherical_kn
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
DEPTH, RADIUS, LMAX = 1.0, 2.5, 4
CELL = np.array([[5.5, 0.0, 0.0], [1.0, 6.0, 0.0], [0.0, 0.0, 6.5]])
VOLUME = abs(np.linalg.det(CELL))
RECIP = 2 * np.pi * np.linalg.inv(CELL).T
NL = (LMAX + 1) ** 2


def l_list(lmax):
    return np.array([l for l in range(lmax + 1) for m in range(-l, l + 1)])


def real_harmonics(vectors, lmax):
    r = np.linalg.norm(vectors, axis=1)
    cos_theta = np.clip(vectors[:, 2] / r, -1.0, 1.0)
    phi = np.arctan2(vectors[:, 1], vectors[:, 0])
    rows = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            n = abs(m)
            norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                           * factorial(l - n) / factorial(l + n))
            f = norm * lpmv(n, l, cos_theta)
            if m > 0:
                f = f * np.sqrt(2) * np.cos(n * phi)
            elif m < 0:
                f = f * np.sqrt(2) * np.sin(n * phi)
            rows.append(f)
    return np.array(rows)


def decaying(l, x, derivative=False):
    # normalized so that the l = 0 function is exp(-x)/x
    return 2 / np.pi * spherical_kn(l, x, derivative=derivative)


# angular quadrature and Gaunt integrals of three real harmonics
z_nodes, z_weights = np.polynomial.legendre.leggauss(24)
phi_nodes = 2 * np.pi * np.arange(48) / 48
zz, pp = np.meshgrid(z_nodes, phi_nodes, indexing="ij")
sin_t = np.sqrt(1 - zz ** 2)
DIRS = np.stack([sin_t * np.cos(pp), sin_t * np.sin(pp), zz], -1).reshape(-1, 3)
ANG_W = np.repeat(z_weights, 48) * 2 * np.pi / 48
Y_BIG = real_harmonics(DIRS, 2 * LMAX)
Y_SMALL = Y_BIG[:NL]
pairs = (Y_SMALL[:, None, :] * Y_SMALL[None, :, :] * ANG_W).reshape(NL * NL, -1)
GAUNT = (pairs @ Y_BIG.T).reshape(NL, NL, -1)
L_SMALL, L_BIG = l_list(LMAX), l_list(2 * LMAX)
PARITY = (-1.0) ** L_SMALL

# lattice vectors for the exponentially convergent real-space sums
ints = np.array([[i, j, k] for i in range(-9, 10) for j in range(-8, 9)
                 for k in range(-7, 8)])
SITES = ints @ CELL
dist = np.linalg.norm(SITES, axis=1)
SITES = SITES[(dist > 1e-8) & (dist < 40.0)]
DIST = np.linalg.norm(SITES, axis=1)
Y_SITES = real_harmonics(SITES, 2 * LMAX)


def site_functions(energy):
    q = np.sqrt(-2 * energy)
    radial = decaying(np.arange(2 * LMAX + 1)[:, None], q * DIST[None, :])
    return radial[L_BIG] * Y_SITES


def to_matrix(lattice_sum):
    # row: regular wave at the home site; column: decaying wave of other sites
    return 4 * np.pi * (GAUNT @ lattice_sum) * PARITY[None, :]


def potential_function(energy):
    l = np.arange(LMAX + 1)
    q, p = np.sqrt(-2 * energy), np.sqrt(2 * (energy + DEPTH))
    f, df = spherical_jn(l, p * RADIUS), p * spherical_jn(l, p * RADIUS, True)
    k, dk = decaying(l, q * RADIUS), q * decaying(l, q * RADIUS, True)
    i, di = spherical_in(l, q * RADIUS), q * spherical_in(l, q * RADIUS, True)
    return (f * dk - df * k) / (f * di - df * i)


def kkr_matrix(energy, k):
    phase = np.exp(1j * SITES @ k)
    return (to_matrix(site_functions(energy) @ phase)
            + np.diag(potential_function(energy)[L_SMALL]))


def kkr_k_derivatives(energy, k):
    w, phase = site_functions(energy), np.exp(1j * SITES @ k)
    first = np.array([to_matrix(w @ (1j * SITES[:, i] * phase))
                      for i in range(3)])
    second = np.array([[to_matrix(w @ (-SITES[:, i] * SITES[:, j] * phase))
                        for j in range(3)] for i in range(3)])
    return first, second


def kkr_energy_derivative(energy, k, h=1e-3):
    near = kkr_matrix(energy + h, k) - kkr_matrix(energy - h, k)
    far = kkr_matrix(energy + 2 * h, k) - kkr_matrix(energy - 2 * h, k)
    return (8 * near - far) / (12 * h)


def lowest_energy(k, n=NL):
    # the largest eigenvalue is the first to cross zero as the energy rises
    return brentq(lambda e: np.linalg.eigvalsh(kkr_matrix(e, k)[:n, :n])[-1],
                  -0.95, -0.10, xtol=1e-14, rtol=1e-14)


def inverse_mass_parts(m0, first, second, mdot):
    mu, v = np.linalg.eigh(m0)
    band = np.argmin(abs(mu))
    a = v[:, band]
    rest = np.arange(len(mu)) != band
    slope = np.real(a.conj() @ mdot @ a)
    g = np.array([v[:, rest].conj().T @ f @ a for f in first])
    coupling = 2 * np.real((g.conj() / mu[rest]) @ g.T) / slope
    direct = -np.real(np.einsum("a,ijab,b->ij", a.conj(), second, a)) / slope
    velocity = -np.array([np.real(a.conj() @ f @ a) for f in first]) / slope
    strength = np.linalg.norm(g, axis=0)
    coupled = int(np.sum(strength > 1e-8 * strength.max()))
    return direct, coupling, velocity, a, slope, coupled


def finite_difference_tensor(k0, e0, h=0.01):
    def curvature(u):
        def d(s):
            return (lowest_energy(k0 + s * u) + lowest_energy(k0 - s * u)
                    - 2 * e0) / s ** 2
        return (4 * d(h) - d(2 * h)) / 3
    axes = np.eye(3)
    t = np.diag([curvature(u) for u in axes])
    for i, j in ((0, 1), (0, 2), (1, 2)):
        c = curvature((axes[i] + axes[j]) / np.sqrt(2))
        t[i, j] = t[j, i] = c - (t[i, i] + t[j, j]) / 2
    return t


def sphere_probability(energy, a, slope):
    # cell norm is slope/(2q); the sphere part comes from radial quadrature
    q, p = np.sqrt(-2 * energy), np.sqrt(2 * (energy + DEPTH))
    x, w = np.polynomial.legendre.leggauss(40)
    r, w = RADIUS * (x + 1) / 2, RADIUS * w / 2
    pot, total = potential_function(energy), 0.0
    for l in range(LMAX + 1):
        edge = (decaying(l, q * RADIUS)
                - pot[l] * spherical_in(l, q * RADIUS))
        u = edge * spherical_jn(l, p * r) / spherical_jn(l, p * RADIUS)
        total += np.sum(abs(a[L_SMALL == l]) ** 2) * np.sum(w * r ** 2 * u ** 2)
    return total / (slope / (2 * q))


def plane_waves(k0, cutoff):
    n = np.array([[i, j, k] for i in range(-10, 11) for j in range(-10, 11)
                  for k in range(-10, 11)])
    waves = n @ RECIP + k0
    waves = waves[np.linalg.norm(waves, axis=1) < cutoff]
    g = np.sqrt(sum((waves[:, None, i] - waves[None, :, i]) ** 2
                    for i in range(3)))
    small = g < 1e-7
    x = np.where(small, 1.0, g) * RADIUS
    shape = np.where(small, 1 / 3, (np.sin(x) - x * np.cos(x)) / x ** 3)
    inside = 4 * np.pi * RADIUS ** 3 / VOLUME * shape
    ham = -DEPTH * inside + np.diag(np.sum(waves ** 2, axis=1) / 2)
    e, c = eigh(ham)
    ground = c[:, 0]
    p = c.T @ (waves * ground[:, None])
    terms = 2 * p[1:, :, None] * p[1:, None, :] / (e[0] - e[1:])[:, None, None]
    partial = np.eye(3) + np.cumsum(terms, axis=0)
    return e[0], ground @ inside @ ground, partial


# re-expansion of a decaying wave about a neighbouring site, by quadrature
q_test, r_test, site = 1.1, 1.7, CELL[1]
shifted = r_test * DIRS - site
wave = (decaying(L_SMALL[:, None],
                 q_test * np.linalg.norm(shifted, axis=1)[None, :])
        * real_harmonics(shifted, LMAX))
projected = (Y_SMALL * ANG_W) @ wave.T
one_site = (decaying(L_BIG, q_test * np.linalg.norm(site))
            * real_harmonics(site[None, :], 2 * LMAX)[:, 0])
predicted = spherical_in(L_SMALL, q_test * r_test)[:, None] * to_matrix(one_site)
expansion_error = np.max(abs(projected - predicted)) / np.max(abs(predicted))
assert expansion_error < 1e-9

print(f"well depth {DEPTH:.1f} hartree, sphere radius {RADIUS:.1f} bohr")
for name, vec in zip(("a1", "a2", "a3"), CELL):
    print(f"lattice vector {name} = ({vec[0]:.1f}, {vec[1]:.1f}, {vec[2]:.1f}) bohr")
print(f"cell volume {VOLUME:.1f} bohr^3; lmax {LMAX}; KKR matrix size {NL}")
print(f"re-expansion test, largest relative error {expansion_error:.1e}")


def show(label, t):
    print(f"  {label}: xx {t[0, 0]:.5f}, yy {t[1, 1]:.5f}, "
          f"zz {t[2, 2]:.5f}, xy {t[0, 1]:.5f}")


points = (("Gamma", np.zeros(3), 1), ("corner", RECIP.sum(axis=0) / 2, -1))
for name, k0, sign in points:
    e0 = lowest_energy(k0)
    m0 = kkr_matrix(e0, k0)
    first, second = kkr_k_derivatives(e0, k0)
    mdot = kkr_energy_derivative(e0, k0)
    assert np.max(abs(m0 - m0.conj().T)) < 1e-10 * np.max(abs(m0))
    direct, coupling, velocity, a, slope, coupled = inverse_mass_parts(
        m0, first, second, mdot)
    tensor = direct + coupling
    assert slope > 0 and np.max(abs(velocity)) < 1e-8
    for f in first:
        flipped = PARITY[:, None] * f * PARITY[None, :]
        assert np.max(abs(flipped + f)) < 1e-9 * np.max(abs(f))
    fd = finite_difference_tensor(k0, e0)
    fd_error = np.max(abs(fd - tensor))
    assert fd_error < 1e-5
    principal = np.linalg.eigvalsh(tensor)
    assert np.all(sign * principal > 0)

    e_coarse, _, _ = plane_waves(k0, 5.5)
    e_pw, w_pw, partial = plane_waves(k0, 7.5)
    w_kkr = sphere_probability(e0, a, slope)
    # tolerances: slow plane-wave convergence at the potential step
    assert abs(e_pw - e0) < 1e-3
    assert abs(w_pw - w_kkr) < 2e-3
    assert np.max(abs(partial[-1] - tensor)) < 5e-3

    print(f"{name}: k0 = ({k0[0]:.4f}, {k0[1]:.4f}, {k0[2]:.4f}) 1/bohr")
    print(f"  KKR energy {e0:.6f} hartree = {e0 * HARTREE_EV:.4f} eV")
    print(f"  plane-wave energy {e_coarse:.6f} (cutoff 5.5/bohr), "
          f"{e_pw:.6f} (7.5/bohr) hartree")
    print(f"  sphere probability: KKR {w_kkr:.5f}, plane waves {w_pw:.5f}")
    print(f"  coupled KKR eigenvectors: {coupled} of {NL - 1}")
    print("  inverse masses in units of 1/(electron mass):")
    show("direct part", direct)
    show("coupling part", coupling)
    show("KKR total", tensor)
    show("k.p sum, all bands", partial[-1])
    print(f"  largest deviation from finite differences {fd_error:.1e}")
    print("  principal masses (electron masses): "
          + ", ".join(f"{1 / x:.4f}" for x in principal))
    for count in (10, 50, 200, len(partial)):
        print(f"  k.p xx with {count} other bands: {partial[count - 1][0, 0]:.5f}")
    for lmax in (1, 2, 3):
        n = (lmax + 1) ** 2
        e_l = lowest_energy(k0, n)
        f_l, s_l = kkr_k_derivatives(e_l, k0)
        d_l, c_l = inverse_mass_parts(
            kkr_matrix(e_l, k0)[:n, :n], f_l[:, :n, :n], s_l[:, :, :n, :n],
            kkr_energy_derivative(e_l, k0)[:n, :n])[:2]
        print(f"  lmax {lmax}: energy {e_l:.6f} hartree, "
              f"inverse mass xx {(d_l + c_l)[0, 0]:.5f}")

    if name == "Gamma":
        # k-dependent unitary basis change exp(i kx A), A mixing s and p_x
        mix = np.zeros((NL, NL))
        mix[0, 3] = mix[3, 0] = 0.5

        def comm(x):
            return x @ mix - mix @ x
        new_first = first.copy()
        new_second = second.copy()
        new_first[0] = first[0] + 1j * comm(m0)
        new_second[0, 0] = second[0, 0] + 2j * comm(first[0]) - comm(comm(m0))
        d_new, c_new = inverse_mass_parts(m0, new_first, new_second, mdot)[:2]
        assert abs(d_new[0, 0] + c_new[0, 0] - tensor[0, 0]) < 1e-8
        assert abs(d_new[0, 0] - direct[0, 0]) > 1e-3
        print(f"  after basis change (s-p_x mixing {mix[0, 3]:.1f} bohr), xx: "
              f"direct {d_new[0, 0]:.5f}, coupling {c_new[0, 0]:.5f}, "
              f"sum {d_new[0, 0] + c_new[0, 0]:.5f}")

print("success")
```

Running it gives:

```
well depth 1.0 hartree, sphere radius 2.5 bohr
lattice vector a1 = (5.5, 0.0, 0.0) bohr
lattice vector a2 = (1.0, 6.0, 0.0) bohr
lattice vector a3 = (0.0, 0.0, 6.5) bohr
cell volume 214.5 bohr^3; lmax 4; KKR matrix size 25
re-expansion test, largest relative error 1.9e-13
Gamma: k0 = (0.0000, 0.0000, 0.0000) 1/bohr
  KKR energy -0.592854 hartree = -16.1324 eV
  plane-wave energy -0.592491 (cutoff 5.5/bohr), -0.592691 (7.5/bohr) hartree
  sphere probability: KKR 0.81478, plane waves 0.81454
  coupled KKR eigenvectors: 10 of 24
  inverse masses in units of 1/(electron mass):
  direct part: xx 0.88989, yy 0.53254, zz 0.36795, xy 0.02998
  coupling part: xx -0.21586, yy -0.06698, zz -0.02831, xy -0.01078
  KKR total: xx 0.67403, yy 0.46556, zz 0.33964, xy 0.01920
  k.p sum, all bands: xx 0.67303, yy 0.46523, zz 0.33946, xy 0.01906
  largest deviation from finite differences 3.6e-08
  principal masses (electron masses): 2.9443, 2.1561, 1.4798
  k.p xx with 10 other bands: 0.67984
  k.p xx with 50 other bands: 0.67407
  k.p xx with 200 other bands: 0.67315
  k.p xx with 1522 other bands: 0.67303
  lmax 1: energy -0.592199 hartree, inverse mass xx 0.64998
  lmax 2: energy -0.592713 hartree, inverse mass xx 0.68303
  lmax 3: energy -0.592713 hartree, inverse mass xx 0.66977
  after basis change (s-p_x mixing 0.5 bohr), xx: direct 1.94904, coupling -1.27502, sum 0.67403
corner: k0 = (0.5712, 0.4284, 0.4833) 1/bohr
  KKR energy -0.490996 hartree = -13.3607 eV
  plane-wave energy -0.490745 (cutoff 5.5/bohr), -0.490883 (7.5/bohr) hartree
  sphere probability: KKR 0.93355, plane waves 0.93337
  coupled KKR eigenvectors: 10 of 24
  inverse masses in units of 1/(electron mass):
  direct part: xx -0.83326, yy -0.44950, zz -0.34176, xy -0.15315
  coupling part: xx -0.37142, yy -0.08313, zz -0.03412, xy -0.06896
  KKR total: xx -1.20468, yy -0.53263, zz -0.37587, xy -0.22211
  k.p sum, all bands: xx -1.20575, yy -0.53264, zz -0.37579, xy -0.22221
  largest deviation from finite differences 2.1e-06
  principal masses (electron masses): -0.7865, -2.1466, -2.6605
  k.p xx with 10 other bands: -1.19978
  k.p xx with 50 other bands: -1.20539
  k.p xx with 200 other bands: -1.20570
  k.p xx with 1523 other bands: -1.20575
  lmax 1: energy -0.490065 hartree, inverse mass xx -1.26355
  lmax 2: energy -0.490801 hartree, inverse mass xx -1.17533
  lmax 3: energy -0.490801 hartree, inverse mass xx -1.21735
success
```
